# Diffusion-limited time to fill a 50 micrometre resist hole with copper

## Problem

Round holes of depth $L=50$ µm and diameter $2a=10$ µm pass through an insulating resist to a flat copper seed layer. They form a square array of pitch 20 µm. Copper is plated from the seed towards the mouth of the hole, in a stirred bath of copper sulfate and sulfuric acid. The bath contains $c_b=250$ mol/m³ of Cu²⁺, whose diffusivity is $D=5\times10^{-10}$ m²/s. Stirring holds the concentration at $c_b$ at a distance $\delta=100$ µm above the resist; between that plane and the metal, copper moves by diffusion. The current is adjusted so that the Cu²⁺ concentration at the metal is zero throughout.

(a) Find the height $h(t)$ of the copper and the time $T$ at which it reaches the top of the resist.

(b) Evaluate $T$ and the current densities at the start and at the end. How long would filling take if the current stayed at its starting value?

(c) The derivation uses steady concentration profiles although the metal surface moves. Find the error this causes.

(d) Estimate the effects of the crowding of diffusion paths at the mouth, of the electric field in the solution, and of flow in the hole.

The copper has molar mass 63.546 g/mol and density 8960 kg/m³. All the current deposits copper. The patterned area is much wider than $\delta$, the holes are fully wetted, and the wafer faces down, so that the lighter, copper-poor solution lies highest and stays there. The words "height", "above" and "top of the resist" nevertheless refer to the direction from the seed towards the bath, as if the seed lay at the bottom.

## Solution

### (a) The growth law

Let $N$ be the molar flux of Cu²⁺ towards the metal, per unit area of hole. When the copper has height $h$, the remaining recess has depth $L-h$. In a steady state the same flux crosses every section of the recess, so the concentration is linear in depth. It falls from $c_m$ at the mouth to zero at the metal:

$$N=\frac{D c_m}{L-h},\qquad\text{so}\qquad c_m=\frac{N(L-h)}{D}.$$

Outside the resist the copper comes from a wider area. Each hole, of area $\pi a^2$, is supplied by one array cell, whose area is the pitch squared. The open-area fraction is

$$p=\frac{\pi a^2}{(\text{pitch})^2}=\frac{\pi(5)^2}{(20)^2}=0.1963 .$$

The cell carries the same number of moles per second as the hole, so the flux per unit area in the outer layer is $pN$. If the concentration there depends on height alone, its drop across the layer is

$$c_b-c_m=\frac{pN\delta}{D}.$$

Adding the two drops removes the unknown $c_m$:

$$c_b=\frac{N}{D}\,(L-h+p\delta),\qquad N=\frac{Dc_b}{L-h+p\delta}.$$

The outer layer therefore acts like an extra hole length $p\delta$, not $\delta$. The two agree for $p=1$, when the diffusion paths run straight up from the metal to the stirred solution.

One mole of copper occupies the volume $V$, so the surface rises at the rate $dh/dt=VN$. Separating the variables gives

$$(L+p\delta-h)\,dh=VDc_b\,dt .$$

We integrate from $h=0$ at $t=0$:

$$(L+p\delta)h-\frac{h^2}{2}=VDc_b\,t. \tag{1}$$

This is a quadratic equation for $h$. Multiplying by 2 and completing the square gives

$$(L+p\delta-h)^2=(L+p\delta)^2-2VDc_b\,t .$$

The bracket on the left is positive, because $h\le L$. Taking the positive root,

$$h(t)=L+p\delta-\sqrt{(L+p\delta)^2-2VDc_b\,t}.$$

Setting $h=L$ in (1) gives the filling time:

$$\boxed{T=\frac{L\left(L/2+p\delta\right)}{VDc_b}} \tag{2}$$

The factor $1/2$ belongs to the recess alone. Its depth shrinks from $L$ to zero, and its average over equal steps of height is $L/2$. The outer length stays at $p\delta$ throughout.

Two limits follow. If $p\delta\ll L/2$, the recess controls the process and $T\approx L^2/(2VDc_b)$, so doubling the depth takes four times as long. If $p\delta\gg L$, the outer layer controls it and $T\approx Lp\delta/(VDc_b)$, proportional to depth.

The limit $p\to0$ needs care. Equation (2) then assigns no resistance to the outside, yet an isolated hole still has to gather copper through its mouth. For an estimate, replace the mouth by a hemisphere of radius $a$ at concentration $c_m$, with $\delta\gg a$. The flux at radius $r$ is $Q/(2\pi r^2)$, where $Q$ is the total flow, and integration from $a$ outward gives $c_b-c_m=Q/(2\pi Da)$. With $Q=\pi a^2N$ this equals $(N/D)(a/2)$. The outer length of an isolated hole is thus of the order of its radius, not zero. The hemisphere underestimates it: for a flat mouth the length is about $0.8a$.

### (b) Numbers

The molar volume is

$$V=\frac{63.546\times10^{-3}}{8960}=7.092\times10^{-6}\ \text{m}^3/\text{mol}.$$

With $D=500$ µm²/s and $Vc_b=0.001773$,

$$VDc_b=0.8865\ \text{µm}^2/\text{s},\qquad p\delta=19.63\ \text{µm}.$$

Equation (2) gives

$$T=\frac{50\,(25+19.63)}{0.8865}\ \text{s}=2517\ \text{s}=42\ \text{min}.$$

The recess contributes $25/44.63$, or 56 %, of this time and the outer layer 44 %. Equation (1) gives 1611 s for the first 25 µm, which leaves 906 s for the second: growth speeds up as the recess becomes shallower.

If the full $\delta$ were used in place of $p\delta$, the result would be $50(25+100)/0.8865=7050$ s, which is 2.8 times as long. That is the answer for $p=1$ at the same $\delta$, not for this array.

Each Cu²⁺ ion carries two elementary charges, so the current density in the hole is $i=2FN$, where $F$ is the Faraday constant:

$$i=\frac{2FDc_b}{L-h+p\delta}.$$

At the start the denominator is 69.63 µm and $i=34.6$ mA/cm². At the end it is 19.63 µm and $i=123$ mA/cm². These values refer to open hole area; the average over the whole patterned surface is smaller by the factor $p$. The charge needed is $2FL/V=136$ C per cm² of hole.

A current held at its starting value keeps the growth rate at $VDc_b/(L+p\delta)$, so the time becomes

$$\frac{L(L+p\delta)}{VDc_b}=\frac{50\times69.63}{0.8865}\ \text{s}=3927\ \text{s}.$$

Letting the current follow the shrinking recess thus shortens the process by 36 % relative to this constant-current time.

### (c) The error of the steady profiles

A hole full of bath holds little copper. The copper in it would fill the fraction $Vc_b=0.0018$ of the hole as metal. The surface therefore moves slowly compared with diffusion, but the copper present at the start does save some time. The saving can be found without solving for the full transient.

Let $x$ run from the stirred solution towards the metal, and let $A$ be the cross-section per unit hole area: $A=1/p$ outside and $A=1$ in the hole. Conservation of copper reads

$$A\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(AD\frac{\partial c}{\partial x}\right).$$

Define $R(x)$ as the effective length between the stirred solution and $x$. At distance $s$ into the outer layer $R=ps$; at depth $y$ below the mouth $R=p\delta+y$. In both regions $A\,dR/dx=1$. Multiply the conservation law by $R$ and integrate by parts up to the metal:

$$\int RA\frac{\partial c}{\partial t}dx=\left[RAD\frac{\partial c}{\partial x}\right]-D\int\frac{\partial c}{\partial x}dx .$$

The bracket vanishes at the outer end, where $R=0$. At the metal $D\,\partial c/\partial x=-N$ and $R=L-h+p\delta$. The last integral is $0-c_b$. Hence

$$\int RA\frac{\partial c}{\partial t}dx=-(L-h+p\delta)N+Dc_b .$$

Let $W=\int RAc\,dx$. The motion of the end point adds nothing to $dW/dt$, because $c=0$ there, so the left side is $dW/dt$. Inserting $N=(1/V)\,dh/dt$ and integrating over the actual filling time $T'$ gives

$$\frac{L(L/2+p\delta)}{V}=Dc_bT'-\left[W(T')-W(0)\right],$$

$$T'=T-\frac{W(0)-W(T')}{Dc_b}.$$

At the start $c=c_b$ everywhere, so

$$\frac{W(0)}{c_b}=\int_0^\delta s\,ds+\int_0^L(p\delta+y)\,dy=\frac{\delta^2}{2}+L\left(\frac L2+p\delta\right).$$

At the end the recess is gone. The outer profile is then close to its steady form $c_b(1-s/\delta)$, which gives

$$\frac{W(T')}{c_b}=\int_0^\delta s\left(1-\frac s\delta\right)ds=\frac{\delta^2}{2}-\frac{\delta^2}{3}.$$

The time saved is therefore

$$T-T'=\frac{1}{D}\left[\frac{\delta^2}{3}+L\left(\frac L2+p\delta\right)\right]=\frac{3333+2232}{500}\ \text{s}=11.1\ \text{s},$$

or 0.4 % of $T$. The steady treatment is good when this saving is small compared with $T$. It would fail for a very thick outer layer above shallow holes, where $\delta^2/3D$ could become comparable with $T$.

As a test, the transient diffusion equation was solved numerically with the moving metal surface, starting from a uniform concentration. The copper reached 98 % of the full height after 2483.9 s; equation (1) gives 2494.7 s. The difference is 10.8 s, and the same derivation applied at 98 % height also gives 10.8 s.

The growing metal also pushes liquid out of the hole, at a speed of about $dh/dt$. Compared with diffusion over the effective length, this flow has the relative strength $(dh/dt)(L-h+p\delta)/D=Vc_b$, again about 0.2 %. At that speed it lowers the flux by half this amount, $Vc_b/2\approx0.09$ %, and lengthens $T$ by about 2 s, which offsets a small part of the saving.

### (d) Neglected effects

**Crowding at the mouth.** In the outer layer the diffusion paths bend towards the holes, so the concentration just above the resist is not uniform. This adds an effective length $\lambda$ to $p\delta$. To find it, replace the square cell by a round one of equal area and radius $b=\text{pitch}/\sqrt\pi$. A numerical solution of steady diffusion in this cell, with a recess 20 µm deep, gives $\lambda\approx1.8$ µm, with a grid error of a few per cent (the grid value 1.81 µm converges to 1.76 µm, and $\lambda$ drops to 1.6 µm when a flat surface reaches the mouth). It also confirms the two lengths used in (a): each micrometre of outer layer adds 0.1963 µm of effective length, and each micrometre of recess adds 1 µm.

An upper bound for this round cell comes from assuming a uniform flux $N$ over the mouth. At height $z$ above the resist write

$$c_b-c=\frac{pN(\delta-z)}{D}+\sum_n A_nJ_0(k_nr)e^{-k_nz},\qquad J_1(k_nb)=0 .$$

The condition on $k_n$ makes the flux through the side of the cell vanish. The exponentials are negligible at $z=\delta$, since $\delta\gg b$. At $z=0$ the flux must be $N$ for $r<a$ and zero beyond. Multiplying this condition by $rJ_0(k_nr)$ and integrating over $r$ gives

$$Dk_nA_n\,\frac{b^2J_0^2(k_nb)}{2}=N\,\frac{aJ_1(k_na)}{k_n}.$$

The mean of $J_0(k_nr)$ over the mouth is $2J_1(k_na)/(k_na)$. The mean extra concentration drop, multiplied by $D/N$, is then

$$\lambda_{\rm max}=\sum_n\frac{4J_1^2(k_na)}{k_n^3b^2J_0^2(k_nb)}=1.88\ \text{µm}.$$

This is a bound because, at a given total flow, steady diffusion has the smallest possible integral of the squared flux, and that integral measures the resistance. Any change of the pattern that conserves copper and keeps the total flow has a vanishing cross term with the true flux, so it can add only a positive square. The uniform mouth flux is one such changed pattern. For the square array itself the same construction gives 1.90 µm.

With $\lambda=1.8$ µm kept for the whole fill, $T$ rises by $50\times1.8/0.8865\approx100$ s, or 4 %. Over the last few micrometres the bent paths also bring more copper to the rim of the hole than to its centre. The surface then no longer stays flat, and $h$ stands for its mean height.

**The electric field.** The field in the solution also drives Cu²⁺ towards the metal. Treat the acid as H⁺ and HSO₄⁻, and let the sulfate of the copper salt bind one H⁺ per ion. From 1800 mol/m³ of acid this leaves $c_H=1550$ and $c_B=2050$ mol/m³ in the bulk, where $B$ stands for HSO₄⁻. The solution is neutral, since $2(250)+1550=2050$.

With $\psi$ the electric potential in units of $RT_b/F$ (here $R$ is the gas constant and $T_b$ the bath temperature), the flux of ion $j$, of charge number $z_j$, is

$$N_j=-D_j\left(\frac{dc_j}{dx}+z_jc_j\frac{d\psi}{dx}\right).$$

H⁺ and HSO₄⁻ do not react at the metal, so their steady fluxes vanish. Divide each equation by $D_j$ and add them. The field terms cancel because $\sum_jz_jc_j=0$:

$$\frac ND=-\frac{d}{dx}\sum_jc_j .$$

The total ion concentration thus plays the part that the copper concentration played before. Zero flux also makes the H⁺ concentration vary as $e^{-\psi}$ and that of HSO₄⁻ as $e^{\psi}$, so their product is constant. At the metal, where Cu²⁺ is absent, neutrality makes them equal, and each is $\sqrt{c_Hc_B}$. The limiting flux is therefore multiplied by

$$m=\frac{c_b+c_H+c_B-2\sqrt{c_Hc_B}}{c_b}=\frac{3850-2\sqrt{1550\times2050}}{250}=1.14 .$$

Direct numerical integration of the three transport equations gives the same factor. It shortens $T$ by 12 %.

This figure depends on how the acid is described. If HSO₄⁻ were fully dissociated into H⁺ and SO₄²⁻, the same reasoning would give a factor of only 1.04 and a time 4 % shorter. In the real bath HSO₄⁻ is partly dissociated, so 1.14 is probably somewhat too large.

**Flow in the hole.** The liquid moving past the resist can drive an eddy in the mouth. Its strength depends on the shear rate $\gamma$ at the wall, which can be estimated from $\delta$. For a laminar flow of speed $\gamma y$ along a wall where $c=0$,

$$\gamma y\frac{\partial c}{\partial x}=D\frac{\partial^2c}{\partial y^2},$$

where $x$ is now the distance along the wall from the start of the pattern and $y$ the height above it. Let $c$ depend on $\eta=y\,(\gamma/9Dx)^{1/3}$ alone. Since $\partial\eta/\partial x=-\eta/3x$, the equation becomes $c''+3\eta^2c'=0$. Hence $c'\propto e^{-\eta^3}$. The integral of $e^{-\eta^3}$ from zero to infinity is $\Gamma(4/3)$, so the slope at the wall is $c_b/\delta$ with

$$\delta=\Gamma(4/3)\left(\frac{9Dx}{\gamma}\right)^{1/3},\qquad \gamma=\frac{9\,\Gamma(4/3)^3Dx}{\delta^3}.$$

For $x=1$ cm this gives $\gamma=32$ s⁻¹. This is a rough value, because the concentration just above the resist is not zero; if the wall took up a uniform flux instead, the same $\delta$ would correspond to about 18 s⁻¹. One hole radius above the wall the speed is $U=\gamma a=160$ µm/s. We take this as the eddy speed at the mouth. It is several times too high, because the walls of the hole hold the liquid back, so the result below is a deliberate overestimate.

Model the eddy in a square of side $d=2a$ at the top of the recess. In units of $d$ and $D$, let the stream function be $\Psi\sin\pi x\sin\pi z$, with $x$ across and $z$ up the square. The peak speed is $\pi\Psi$, so $\Psi=Ud/(\pi D)=1.02$. For small $\Psi$ write $c=z+c_1$, with vertical velocity $w=-\pi\Psi\cos\pi x\sin\pi z$. Then $\nabla^2c_1=w$ gives

$$c_1=\frac{\Psi}{2\pi}\cos\pi x\sin\pi z,$$

and the relative gain in flux is $-\langle wc_1\rangle=(\Psi^2/2)(1/4)=\Psi^2/8$. Here $\Psi$ is not small, so the square was solved numerically; the gain is 12 %. Such an eddy would remove $10\,(1-1/1.12)=1.1$ µm of effective length. If this is kept for the whole fill, although the square no longer fits into the recess near the end, $T$ becomes shorter by about 2.4 %. For a weak eddy the gain goes as the square of the speed, so an eddy five times slower would change $T$ by only about 0.1 %.

The shear flow above the resist also evens out the concentration between the holes and so shortens $\lambda$. At this pitch it does so by only about 0.04 µm, but the effect grows with the spacing of the holes. Flow can therefore be neglected in these narrow, closely spaced holes. The neglect becomes less safe in wider ones, since $\Psi$ grows as $d^2$ at fixed $\delta$ and $x$. In a hole 50 µm wide it would be 25 times larger, and the flow would have to be calculated properly.

**Together.** With the eddy at its overestimated strength and HSO₄⁻ undissociated, the effective outer length becomes $19.6+1.8-1.1=20.3$ µm, and the flux is 1.14 times larger:

$$T_{\rm corr}=\frac{50\,(25+20.3)}{0.8865\times1.14}\ \text{s}\approx2240\ \text{s}\approx37\ \text{min}.$$

Without the eddy the time is about 2300 s, or 38 min; with the factor 1.04 of full dissociation in place of 1.14 it is about 42 min.

### Comparison with real plating

The bath composition, $D$ and $\delta$ are rough typical values for acid copper plating with gentle stirring. Two of them matter as much as the corrections above. If $D$ has an activation energy of roughly 20 kJ/mol, a bath 5 K warmer than 298 K fills the hole in 12 % less time at fixed $\delta$. A layer 20 % thicker adds 8.8 %. A result of about 40 minutes is therefore as precise as these data allow.

Plating at the limiting current is itself an idealization. Copper deposited at that limit tends to be rough or powdery, so sound metal is plated below it. If the current is kept at a fixed fraction $f$ of its momentary limit, then $dh/dt$ is multiplied by $f$ and the time becomes $T/f$. For $f=1/2$ the 42 minutes of equation (2) become 84 minutes. The numerical output below lists the values used here.

## Computed results

```
hole depth L: 50 um
hole diameter: 10 um
array pitch: 20 um
boundary layer delta: 100 um
diffusivity D (rough): 5e-10 m2/s
copper in bath c_b: 250 mol/m3
sulfuric acid in bath: 1800 mol/m3
copper molar mass: 63.546 g/mol
copper density: 8960 kg/m3
copper molar volume V: 7.092e-06 m3/mol
open-area fraction p: 0.1963 (no unit)
outer length p*delta: 19.63 um
V*c_b: 0.001773 (no unit)
V*D*c_b: 0.8865 um2/s
FILLING TIME T: 2517 s
FILLING TIME T: 42 min
time to half height: 1611 s
straight-column time (p = 1): 7050 s
limiting current at start: 34.64 mA/cm2
limiting current at end: 122.8 mA/cm2
charge per hole area: 136 C/cm2
time at constant starting current: 3927 s
transient run, time to 98 % height: 2483.9 s
steady law, time to 98 % height: 2494.7 s
time saved at 98 %, transient run: 10.8 s
time saved at 98 %, formula: 10.8 s
time saved at full height, formula: 11.1 s
cell solution: length per outer height: 0.1963 (no unit)
cell solution: length per hole depth: 1 (no unit)
crowding length, cell solution: 1.81 um
crowding length, uniform-flux bound: 1.88 um
change of T by crowding: 4.1 %
free H+ in bath: 1550 mol/m3
HSO4- in bath: 2050 mol/m3
migration factor of flux: 1.14 (no unit)
change of T by migration: -12.2 %
upstream length for shear: 1 cm
wall shear rate: 32 1/s
eddy speed at mouth: 160 um/s
flux gain within eddy: 12 %
length removed by eddy: 1.1 um
change of T by eddy: -2.4 %
bath temperature: 298.15 K
activation energy of D (rough): 20 kJ/mol
change of T for bath 5 K warmer: -12 %
change of T for delta 20 % larger: 8.8 %
T with crowding, migration, eddy: 2.24e+03 s
T with crowding, migration, eddy: 37 min
```
